# Ramp-breakdown field and service life of low-k dielectrics: verification in Python

```python
# RESULT UNDER TEST
# A higher ramp-breakdown field does not by itself imply a longer service life.
# Constant-field life: t(E) = t0*exp(-gamma*E); failure when integral dt/t(E) = 1.
# Linear ramp E = R*time gives E_bd = ln(1 + gamma*R*t0)/gamma, hence
#   t(E) = (exp(gamma*E_bd) - 1)*exp(-gamma*E)/(gamma*R).
# Symbols: E field (MV/cm), gamma field acceleration (cm/MV, natural log),
#   R ramp rate (MV/cm/s), t0 zero-field life (s), E_bd ramp-breakdown field,
#   beta Weibull shape, A and B two model dielectrics.
# Lives and breakdown fields are 63.2 % values of one test structure.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

YEAR = constants.Julian_year
K_EV = constants.k / constants.e
rng = np.random.default_rng(7)

# Chosen model parameters, in the rough regime of low-k interlayer films
bd = {"A": 7.0, "B": 6.3}
gam = {"A": 4.0, "B": 5.5}
rate = 0.1
voltage, gap_nm = 1.0, 20.0
service = 10.0 * voltage / gap_nm        # 1 V/nm = 10 MV/cm
stress = 5.0


def integral(f, lo, hi):
    return quad(f, lo, hi, epsabs=0, epsrel=1e-11, limit=200)[0]


def exposure(g, field):
    """Integral of exp(g*E) from zero to field, by quadrature."""
    return integral(lambda x: np.exp(g * x), 0.0, field)


def life_numeric(g, e_bd, field, r=rate):
    """Life from the damage integral, without the closed formula."""
    return exposure(g, e_bd) / r * np.exp(-g * field)


def life_formula(g, e_bd, field, r=rate):
    return np.expm1(g * e_bd) * np.exp(-g * field) / (g * r)


def ramp_numeric(g, t0, r):
    """Field at which the accumulated damage reaches one."""
    return brentq(lambda e: np.log(exposure(g, e) / (r * t0)),
                  0.01, 15.0, xtol=1e-13)


t0 = {m: life_numeric(gam[m], bd[m], 0.0) for m in "AB"}
life = {m: life_numeric(gam[m], bd[m], service) for m in "AB"}
life_stress = {m: life_numeric(gam[m], bd[m], stress) for m in "AB"}

# Ramp formula against a step-by-step survival product (unit Weibull shape)
for m in "AB":
    n_steps = 400000
    edges = np.linspace(0.0, 8.0, n_steps + 1)
    mid = 0.5 * (edges[1:] + edges[:-1])
    dt = (edges[1] - edges[0]) / rate
    fail_prob = dt * np.exp(gam[m] * mid) / t0[m]
    keep = fail_prob < 0.5
    log_survival = np.cumsum(np.log1p(-fail_prob[keep]))
    first = np.argmax(log_survival <= -1.0)
    e_product = edges[first + 1]
    e_formula = np.log1p(gam[m] * rate * t0[m]) / gam[m]
    assert abs(e_product - e_formula) < 1e-4   # limited by the step size
    for field in (service, stress):
        x = life_numeric(gam[m], bd[m], field)
        assert abs(x / life_formula(gam[m], bd[m], field) - 1) < 1e-9

# The order in the rapid tests is the reverse of the order in service
assert bd["A"] > bd["B"] and life_stress["A"] > life_stress["B"]
assert life["A"] < life["B"]

# Share of ramp damage in the last 1 MV/cm, and below 1 MV/cm
last, low = {}, {}
for m in "AB":
    g, e = gam[m], bd[m]
    total = exposure(g, e)
    last[m] = integral(lambda x: np.exp(g * x), e - 1.0, e) / total
    low[m] = exposure(g, 1.0) / total
    law = -np.expm1(-g) / -np.expm1(-g * e)
    assert abs(last[m] - law) < 1e-9

# Guarantee: higher E_bd and no smaller gamma, service below half of E_bd
for _ in range(300):
    e_low = rng.uniform(0.5, 8.0)
    e_high = e_low + rng.uniform(0.0, 2.0)
    g_low = rng.uniform(0.02, 6.0)
    g_high = g_low + rng.uniform(0.0, 3.0)
    e_s = rng.uniform(0.0, 0.5) * e_low
    t_high = life_numeric(g_high, e_high, e_s)
    t_low = life_numeric(g_low, e_low, e_s)
    assert t_high >= t_low * (1 - 1e-9)
# Outside that range a larger gamma can shorten life at the same E_bd
assert life_numeric(5.5, 6.3, 6.3) < life_numeric(4.0, 6.3, 6.3)

# Crossing field: root of the numerical lives against the formula
cross = brentq(lambda e: np.log(life_numeric(gam["A"], bd["A"], e)
                              / life_numeric(gam["B"], bd["B"], e)), 0.1, 6.0)
d_gamma = gam["B"] - gam["A"]
cross_formula = (gam["B"] * bd["B"] - gam["A"] * bd["A"]
                 - np.log(gam["B"] / gam["A"])) / d_gamma
assert abs(cross - cross_formula) < 1e-8
life_cross = life_numeric(gam["A"], bd["A"], cross)

# A second ramp rate reveals gamma
slow_rate = rate / 100
slow = {m: ramp_numeric(gam[m], t0[m], slow_rate) for m in "AB"}
gam_found = {m: np.log(rate / slow_rate) / (bd[m] - slow[m]) for m in "AB"}
for m in "AB":
    assert abs(gam_found[m] / gam[m] - 1) < 1e-6

# Ramp rate at which the ramp ranking itself reverses
log_rx = brentq(lambda z: ramp_numeric(gam["A"], t0["A"], np.exp(z))
                - ramp_numeric(gam["B"], t0["B"], np.exp(z)),
                np.log(1e-8), np.log(rate))
log_rx_formula = np.log(rate) - (bd["A"] - bd["B"]) / (
    1 / gam["A"] - 1 / gam["B"])
assert abs(log_rx - log_rx_formula) < 1e-5
rate_x = np.exp(log_rx)
field_x = ramp_numeric(gam["A"], t0["A"], rate_x)

# Smallest gamma of B for which B outlives A in service
gamma_even = brentq(lambda g: np.log(life_numeric(g, bd["B"], service)
                                   / life["A"]), 2.0, 8.0)
left = gamma_even * (bd["B"] - service) - np.log(gamma_even)
right = gam["A"] * (bd["A"] - service) - np.log(gam["A"])
assert abs(left - right) < 1e-8

# Product life: many structures, small allowed failure fraction
n_units, fail_frac, beta, target_years = 1000, 1e-4, 1.5, 10.0


def scale(n, f, b):
    return (-np.log1p(-f) / n) ** (1 / b)


# Weakest-link scaling against sampled minima
sample_min = rng.weibull(beta, size=(20000, 50)).min(axis=1)
assert abs(np.median(sample_min) / scale(50, 0.5, beta) - 1) < 0.03
factor = scale(n_units, fail_frac, beta)
product = {m: life[m] * factor for m in "AB"}
assert product["A"] < target_years * YEAR < product["B"]
beta_even = brentq(lambda b: np.log(life["B"] * scale(n_units, fail_frac, b)
                                  / product["A"]), 0.3, 3.0)
log_scale = -np.log(-np.log1p(-fail_frac) / n_units)
inverse_even = 1 / beta + np.log(life["B"] / life["A"]) / log_scale
assert abs(1 / beta_even - inverse_even) < 1e-9

# Other field law: exp(-a*sqrt(E)), same E_bd and same slope at the stress field
def root_life(m, field):
    a = 2 * gam[m] * np.sqrt(stress)
    return integral(lambda x: np.exp(a * (np.sqrt(x) - np.sqrt(field))),
                    0.0, bd[m]) / rate


root, root_stress, bend = {}, {}, {}
for m in "AB":
    root[m] = root_life(m, service)
    root_stress[m] = root_life(m, stress)
    a = 2 * gam[m] * np.sqrt(stress)
    y = a * np.sqrt(bd[m])
    closed = 2 * ((y - 1) * np.exp(y) + 1) / a**2
    closed *= np.exp(-a * np.sqrt(service)) / rate
    assert abs(root[m] / closed - 1) < 1e-8
    h = 1e-3
    slope = -np.log(root_life(m, stress + h) / root_life(m, stress - h))
    assert abs(slope / (2 * h) - gam[m]) < 1e-5
    bend[m] = max(abs(np.log(root_life(m, e) / root_stress[m])
                      + gam[m] * (e - stress)) for e in (4.6, 5.4))
assert root["B"] > root["A"]             # order kept if both follow this law
assert root["A"] > life["B"]             # order lost if only A follows it

# Narrower gap in service, and unequal activation energies
narrow_nm = 18.0
narrow_field = 10.0 * voltage / narrow_nm
narrow = {m: life_numeric(gam[m], bd[m], narrow_field) / life[m] for m in "AB"}
temp_test, temp_use, d_ea = 378.15, 358.15, 0.2
thermal = np.exp(d_ea / K_EV * (1 / temp_use - 1 / temp_test))
assert thermal < life["B"] / life["A"]

print(f"Ramp rate: {rate} MV/cm/s")
print(f"Service: {voltage} V, {gap_nm} nm, {service:.2f} MV/cm")
for m in "AB":
    print(f"{m}: E_bd = {bd[m]} MV/cm, gamma = {gam[m]} cm/MV")
    print(f"{m}: zero-field life t0 = {t0[m]:.3e} s")
    print(f"{m}: life at {stress} MV/cm = {life_stress[m]:.0f} s")
    print(f"{m}: service life = {life[m]:.3e} s = {life[m]/YEAR:.3e} years")
    print(f"{m}: ramp damage in last 1 MV/cm = {100*last[m]:.2f} %")
    print(f"{m}: ramp damage below 1 MV/cm = {low[m]:.2e} (fraction)")
print(f"Life ratio A/B at {stress} MV/cm: "
      f"{life_stress['A']/life_stress['B']:.2f}")
print(f"Service life ratio B/A: {life['B']/life['A']:.1f}")
print(f"Crossing field: {cross:.3f} MV/cm")
print(f"Life at crossing: {life_cross:.3e} s = "
      f"{life_cross/constants.day:.2f} days")
print(f"Slow ramp rate: {slow_rate:.1e} MV/cm/s")
for m in "AB":
    print(f"{m}: slow-ramp E_bd = {slow[m]:.3f} MV/cm")
    print(f"{m}: gamma from two ramps = {gam_found[m]:.3f} cm/MV")
print(f"Ramp ranking reverses at R = {rate_x:.2e} MV/cm/s")
print(f"Common E_bd at that rate: {field_x:.3f} MV/cm")
print(f"Duration of that ramp: {field_x/rate_x/constants.day:.1f} days")
print(f"Break-even gamma of B: {gamma_even:.3f} cm/MV")
print(f"Product: N = {n_units}, F = {fail_frac*1e6:.0f} ppm, beta = {beta}")
print(f"Product life factor: {factor:.3e}")
for m in "AB":
    print(f"{m}: product life = {product[m]/YEAR:.2f} years")
print(f"Target life: {target_years:.0f} years")
print(f"Break-even beta of B (A at {beta}): {beta_even:.3f}")
for m in "AB":
    print(f"{m}: root-E service life = {root[m]:.3e} s")
    print(f"{m}: root-E life at {stress} MV/cm = {root_stress[m]:.0f} s")
    print(f"{m}: max |ln t| bend, 4.6-5.4 MV/cm = {bend[m]:.3f}")
print(f"Both root-E: life ratio B/A = {root['B']/root['A']:.2e}")
print(f"Only A root-E: life ratio A/B = {root['A']/life['B']:.1f}")
print(f"Narrow gap: {narrow_nm} nm, {narrow_field:.3f} MV/cm")
for m in "AB":
    print(f"{m}: life factor from narrow gap = {narrow[m]:.3f}")
print(f"Temperatures: test {temp_test} K, use {temp_use} K")
print(f"Life-ratio factor for {d_ea} eV difference: {thermal:.2f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Ramp rate: 0.1 MV/cm/s
Service: 1.0 V, 20.0 nm, 0.50 MV/cm
A: E_bd = 7.0 MV/cm, gamma = 4.0 cm/MV
A: zero-field life t0 = 3.616e+12 s
A: life at 5.0 MV/cm = 7452 s
A: service life = 4.893e+11 s = 1.551e+04 years
A: ramp damage in last 1 MV/cm = 98.17 %
A: ramp damage below 1 MV/cm = 3.71e-11 (fraction)
B: E_bd = 6.3 MV/cm, gamma = 5.5 cm/MV
B: zero-field life t0 = 2.032e+15 s
B: life at 5.0 MV/cm = 2317 s
B: service life = 1.299e+14 s = 4.116e+06 years
B: ramp damage in last 1 MV/cm = 99.59 %
B: ramp damage below 1 MV/cm = 2.18e-13 (fraction)
Life ratio A/B at 5.0 MV/cm: 3.22
Service life ratio B/A: 265.5
Crossing field: 4.221 MV/cm
Life at crossing: 1.681e+05 s = 1.95 days
Slow ramp rate: 1.0e-03 MV/cm/s
A: slow-ramp E_bd = 5.849 MV/cm
A: gamma from two ramps = 4.000 cm/MV
B: slow-ramp E_bd = 5.463 MV/cm
B: gamma from two ramps = 5.500 cm/MV
Ramp ranking reverses at R = 3.48e-06 MV/cm/s
Common E_bd at that rate: 4.433 MV/cm
Duration of that ramp: 14.8 days
Break-even gamma of B: 4.503 cm/MV
Product: N = 1000, F = 100 ppm, beta = 1.5
Product life factor: 2.155e-05
A: product life = 0.33 years
B: product life = 88.69 years
Target life: 10 years
Break-even beta of B (A at 1.5): 0.987
A: root-E service life = 3.333e+15 s
A: root-E life at 5.0 MV/cm = 4411 s
A: max |ln t| bend, 4.6-5.4 MV/cm = 0.033
B: root-E service life = 3.643e+19 s
B: root-E life at 5.0 MV/cm = 1693 s
B: max |ln t| bend, 4.6-5.4 MV/cm = 0.046
Both root-E: life ratio B/A = 1.09e+04
Only A root-E: life ratio A/B = 25.7
Narrow gap: 18.0 nm, 0.556 MV/cm
A: life factor from narrow gap = 0.801
B: life factor from narrow gap = 0.737
Temperatures: test 378.15 K, use 358.15 K
Life-ratio factor for 0.2 eV difference: 1.41
ALL CHECKS PASSED
```
